Impurity thermopower of a Lorentzian virtual bound state

**1. What symmetry and dimensions fix**

An impurity level at energy E_d, broadened to a half-width Δ by coupling to the conduction band, scatters electrons most strongly near E_d. Let

x = E_d − E_F

be its distance from the Fermi energy. Suppose that the resonance supplies the only energy dependence of the conduction. The available energies are then k_BT, Δ and x. Thermopower has the unit of k_B/e, with e > 0, and in a metal at low temperature its leading term is linear in T, as part 5 shows. Hence

S_res = (k_B/e) (k_BT/Δ) F(x/Δ).

A Lorentzian is symmetric about its centre. Changing x to −x therefore mirrors the spectral conductivity about E_F and exchanges the roles of electrons above and below it. Thermopower measures the imbalance between these two groups, so it changes sign:

F(−x/Δ) = −F(x/Δ), and therefore F(0) = 0.

Far from resonance the relative variation of the scattering with energy fades, so F also tends to zero there. A maximum and a minimum must lie between, at distances of order Δ. Their positions, the sign of F and its size need the phase shift. The Fermi energy enters as a further scale through the band, and it spoils the odd symmetry of the total thermopower.

**2. The resonant phase shift**

Put the impurity in a large spherical box. Near the energies of interest, the band states of one angular momentum channel have energies jd, with j an integer and d a small spacing. Each couples to the level with the same matrix element V. Eliminating the band amplitudes from the Schrödinger equation gives the eigenvalue condition

E − E_d = Σ_j V²/(E − jd).

For a wide flat band the symmetric sum is known, Σ_j 1/(z − j) = π cot(πz). With z = E/d,

E − E_d = Δ cot(πE/d), Δ = πV²/d.

The same eigenvalue can be expressed by a phase shift δ. Outside the impurity the radial wave is proportional to sin(kr − lπ/2 + δ)/r, and it vanishes at the wall r = R. Without the impurity, kR − lπ/2 must be a multiple of π; successive levels differ by π in this phase and by d in energy. A phase shift δ thus lowers a level by δd/π:

E = jd − δd/π, so cot(πE/d) = −cot δ.

Combining the two results,

cot δ(E) = (E_d − E)/Δ.

The phase rises from near 0 well below the level, through π/2 at E = E_d, towards π well above it. From sin²δ = 1/(1 + cot²δ),

sin²δ = Δ²/[(E − E_d)² + Δ²].

This falls to half its maximum at |E − E_d| = Δ, so Δ is the half-width at half maximum.

As a test, a level was coupled to 1201 band states spaced by 0.1Δ between −60Δ and +60Δ, and the matrix was diagonalized. For eigenvalues within 4Δ of the level, the phases agreed with the formula to 0.0055 rad.

**3. Occupation of the level**

In the continuum limit the sum over band states becomes −iΔ when E has an infinitesimal positive imaginary part. The level's Green function is 1/(E − E_d + iΔ), and its density of states per orbital and spin is

ρ_d(E) = (Δ/π)/[(E − E_d)² + Δ²].

Integrating up to E_F at zero temperature gives

∫ρ_d dE = 1/2 − (1/π) arctan(x/Δ) = δ(E_F)/π,

because δ = π/2 − arctan(x/Δ). A d level has five orbitals and two spins, so

N_d = 10 δ(E_F)/π.

It holds 5 electrons at resonance, 2.5 when it lies Δ above E_F, and 7.5 when it lies Δ below. The diagonalization of part 2 reproduced the filling per orbital to 0.0037.

The integral starts at −∞, whereas a real band has a bottom. For a level at E_F = 11.65 eV with Δ = 1 eV, the tail below the bottom holds about 10 × (1/π)(1/11.65) = 0.27 electrons. For a constant width, the occupations are accurate to that order. A width that grows with energy, as in part 9, lowers them by about 0.7 to 1.6 electrons, depending on the level position and on where the coupling ends.

**4. From phase shift to conductivity**

Assume that the d wave, l = 2, is the only scattered wave. Its amplitude is

f(θ) = (5/k) e^{iδ} sin δ P₂(cos θ).

Momentum loss weights each deflection by 1 − cos θ. With c = cos θ, the transport cross-section is

σ_tr = (50π/k²) sin²δ ∫ P₂(c)² (1 − c) dc, with c from −1 to 1.

The term in c vanishes because P₂² is even, and the integral of P₂² is 2/5. Thus

σ_tr = 20π sin²δ/k².

For independent elastic scatterers of density n_i, the relaxation rate is 1/τ = n_i v σ_tr. In a parabolic band v = ħk/m, and the density of states for both spins is g = mk/(π²ħ²). The contribution of energy E to the conductivity is

σ(E) = e² g v² τ/3 = e²k³τ/(3π²m).

Inserting τ = mk/(20π ħ n_i sin²δ),

σ(E) = e²k⁴/(60π³ ħ n_i sin²δ) ∝ E²/sin²δ(E).

The factor E² comes from the band and the kinematics, the factor 1/sin²δ from the resonance. At E_F the electron density is n = k_F³/(3π²), so the impurity resistivity is

ρ_i = 20πħ n_i sin²δ/(n e² k_F).

**5. From conductivity to thermopower**

Let 𝓔 be the electric field, f the Fermi function and f′ its energy derivative. Electrons carry charge −e. The stationary Boltzmann equation, to first order in the field and the gradients, gives the departure from equilibrium

δf = τ f′ **v**·[e𝓔 + ∇μ + (E − μ)∇T/T].

Multiplying by −e**v** and summing over states gives the current

j = K₀(𝓔 + ∇μ/e) + K₁∇T/(eT),

K_n = ∫(E − μ)ⁿ σ(E)(−f′) dE.

A voltmeter responds to the combination 𝓔 + ∇μ/e. Setting j = 0 and defining S by 𝓔 + ∇μ/e = S∇T,

S = −K₁/(eTK₀).

With this convention, a conductivity that rises with energy gives a negative S.

For k_BT much smaller than the energies over which σ(E) varies, expand σ(E) ≈ σ(μ) + (E − μ)σ′(μ). The function −f′ is even about μ, has unit area and has second moment π²(k_BT)²/3. The leading terms are therefore K₀ = σ(μ) and K₁ = σ′(μ)π²(k_BT)²/3. At this order μ may be replaced by E_F, and the Mott formula follows:

S = −L d ln σ/dE at E = E_F, L = π²k_B²T/(3e).

**6. Sign change and extrema**

For constant Δ, the result of part 4 gives

ln σ = constant + 2 ln E + ln[(E − E_d)² + Δ²].

Differentiate at fixed E_d, then set E = E_F, where E − E_d = −x:

d ln σ/dE = 2/E_F − 2x/(x² + Δ²).

Multiplication by −L gives

S = S_res + S_bg,

S_res = 2Lx/(x² + Δ²), S_bg = −2L/E_F.

The resonant part vanishes at x = 0. Its derivative with respect to level position, at fixed E_F, Δ and T, is

dS_res/dx = 2L(Δ² − x²)/(x² + Δ²)².

This is positive for |x| < Δ and negative outside, so x = +Δ is the maximum and x = −Δ the minimum, with

S_res(±Δ) = ±L/Δ.

The phase shift gives the same result compactly. Since x = Δ cot δ and x² + Δ² = Δ²/sin²δ,

S_res = (L/Δ) sin 2δ.

The zero is at δ = π/2 and the extrema are at δ = π/4 and 3π/4.

When the level lies above E_F, electrons above E_F are scattered more strongly than those below. The lower-energy group then dominates the imbalance and S_res is positive, as for holes. A level below E_F reverses this. At resonance the scattering is at its maximum, and its slope with energy vanishes. For |x| ≫ Δ, S_res tends to 2L/x, independent of the width.

The background is constant when E_d is swept at fixed E_F, so the extrema of the total S also stay at ±Δ. Its zero does not stay at resonance. Setting S = 0 gives

x² − E_F x + Δ² = 0,

x₀ = [E_F − √(E_F² − 4Δ²)]/2 ≈ Δ²/E_F for Δ ≪ E_F.

The other root, near x = E_F, lies far outside the resonance, where the d wave scatters so weakly that the neglect of other partial waves cannot be trusted.

**7. A level in aluminium**

A 3d impurity in aluminium suggests the scale of the example. The inputs are chosen for illustration: cube edge set to 0.405 nm, three free electrons per atom, Δ = 1 eV, 1 at.% of impurities and T = 300 K. The free-electron formulas give k_F = 17.49 nm⁻¹ and E_F = 11.65 eV.

At resonance, with ħ/e² = 4.11 kΩ and n_i/n = 0.01/3,

ρ_i = 20π × 4110 Ω × (0.01/3)/(1.749 × 10¹⁰ m⁻¹) ≈ 4.9 × 10⁻⁸ Ω m = 4.9 µΩ cm.

This is the largest value the d wave can give for free electrons. Measured residual resistivities of Cr and Mn in aluminium, roughly 6 to 8 µΩ cm per at.%, lie above it, so the model underestimates ρ_i for these alloys. The mean free path for impurity scattering alone is 8.1 nm, so k_F times the mean free path is 141, and treating the electrons as waves scattered independently is reasonable.

The thermal energy is 0.026 eV and L = 7.33 µV eV/K. Hence

S_res(±Δ) = ±7.33/1 = ±7.3 µV/K,

S_bg = −2 × 7.33/11.65 = −1.3 µV/K.

The total is +6.1 µV/K for the level 1 eV above E_F and −8.6 µV/K for the level 1 eV below. At resonance the background alone remains. A numerical search, using the angular integral for the cross-section and a finite difference for the energy slope, places the extrema at +1.000 and −1.000 eV and the zero at 0.0865 eV. The estimate Δ²/E_F gives 0.086 eV.

**8. Heating the resonance**

The thermal integrals can be done in closed form if the slow factor E² is dropped and the energy range is extended to −∞. With ε = E − μ, fixed μ = E_F and a constant C,

σ = C[(ε − x)² + Δ²].

Odd powers of ε drop out of K₀, while K₁ retains the cross term −2xε:

K₀ = C[x² + Δ² + π²(k_BT)²/3],

K₁ = −2Cx π²(k_BT)²/3.

Therefore

S_res = 2Lx/[x² + Δ² + π²(k_BT)²/3].

The sign change remains at x = 0, and the extrema move outward to

|x| = √[Δ² + π²(k_BT)²/3].

At 300 K this is 1.001 eV. Thermal integration with the factor E² retained changes the total S at x = Δ from 6.07 to 6.06 µV/K, or 0.2% of the Mott value. In a deliberately hot case, k_BT = 0.5 eV, the numerical maximum of S_res lies at 1.350 eV, as the formula gives.

In the opposite limit, Δ ≪ k_BT ≪ E_F, the peak value approaches πk_B/(√3 e) and no longer grows with T. This limit requires the resonance to remain the dominant scatterer across the whole thermal window, although its scattering is weak in the wings.

**9. When the width or the other phases matter**

A d electron must tunnel through a centrifugal barrier, so its width grows with energy. At low energy the growth follows k⁵. To size the effect, take Δ(E) = Δ(E/E_F)^{5/2}, where Δ now means the width at E_F. The derivative of ln sin²δ acquires the extra term

(2Δ′/Δ)[1 − Δ²/(x² + Δ²)] = (5/E_F) cos²δ.

Since ln σ contains −ln sin²δ, S gains +(5L/E_F) cos²δ. With 2cos²δ = 1 + cos 2δ and g = 5Δ/(2E_F),

S = (L/Δ)[sin 2δ + g(1 + cos 2δ)] − 2L/E_F.

Its derivative with respect to δ vanishes when cot 2δ = g. Writing cot 2δ = (cot²δ − 1)/(2 cot δ) and cot δ = x/Δ gives

(x/Δ)² − 2g(x/Δ) − 1 = 0,

x = Δ[g ± √(1 + g²)].

Here g = 0.215. If the width alone varies, the maximum moves to 1.24 eV with S = 7.8 µV/K, and the minimum to −0.81 eV with S = −7.2 µV/K. A varying width also brings a level shift that varies with energy and depends on where the coupling ends. With x now the distance from E_F to the energy where δ = π/2, and a sharp cut-off of the coupling at 2E_F or 3E_F, the maximum lies at 1.19 or 1.03 eV and the minimum at −0.77 or −0.71 eV. The rule of one half-width thus needs a width that changes little over an energy Δ; without the level shift, this width law moves the extrema by about gΔ, a fraction 5Δ/(2E_F) of the half-width.

Other partial waves interfere with the resonance. Let a p wave have a constant phase η. Its amplitude is (3/k) e^{iη} sin η P₁(c), with P₁(c) = c. In the angular integral the squares of P₁ and P₂ contribute 2/3 and 2/5, and the interference enters through ∫ P₁P₂ c dc = 4/15. Hence

σ_tr = (4π/k²)[3 sin²η + 5 sin²δ − 4 sin η sin δ cos(δ − η)].

Since sin²(δ − η) = sin²δ + sin²η − 2 sin δ sin η cos(δ − η), this equals

σ_tr = (4π/k²)Q, Q = sin²η + 2 sin²(δ − η) + 3 sin²δ.

Near resonance put δ = π/2 − α, with α ≈ x/Δ. For small α and η, dQ/dδ ≈ 10α + 4η, Q ≈ 5 and dδ/dE ≈ 1/Δ. The condition d ln σ/dE = 0 becomes

2/E_F = (10α + 4η)/(5Δ), so x₀ ≈ Δ²/E_F − 2ηΔ/5.

For η = +0.2 and −0.2 rad this estimate gives 0.006 and 0.166 eV; the numerical zeros are 0.007 and 0.171 eV. A modest phase can thus move the zero as much as the band background does.

**10. Spin splitting**

The derivation assumed a nonmagnetic impurity. If a static exchange field puts the two spin levels at x + h and x − h, all impurity moments point the same way, and spin flips are absent, each conduction spin meets one level only and the spin currents flow in parallel. Averaging their conductivities adds h² to the Lorentzian denominator:

S_res = 2Lx/(x² + Δ² + h²).

For h = 0.5 eV the maximum moves to √(1 + 0.25) = 1.12 eV, and the total S there is 7.33/1.12 − 1.26 = 5.3 µV/K. If instead the moments point up or down at random, as in a paramagnetic host, each conduction spin meets both levels and the scattering rates average, not the conductivities. The formula above then does not hold: for h = 0.5 eV the maximum lies near 1.4 eV with S = 5.7 µV/K, and for h = Δ the total S changes sign three times. Neither static picture contains the Kondo effect, which needs spin-flip scattering.

**11. Phonons and the real alloy**

At 300 K phonons scatter too. If the resistivities add at each energy, ρ = ρ_i + ρ_p, then S = L d ln ρ/dE gives

S = (ρ_i S_i + ρ_p S_p)/(ρ_i + ρ_p),

where S_i is the impurity result of part 6.

For S_p, take quasi-elastic scattering with a constant matrix element and a fixed largest momentum transfer below 2k. A transfer q costs a fraction q²/(2k²) of the forward momentum, the solid angle is 2πq dq/k², and the density of final states is proportional to k. The rate then varies as k⁻³, so τ ∝ k³, σ_p ∝ k³τ ∝ E³ and S_p = −3L/E_F = −1.9 µV/K. The fixed limit leaves out umklapp scattering, which allows larger transfers. If they reached 2k with the same matrix element, σ_p would vary as E and S_p would be −0.6 µV/K; the value of S(+Δ) below would then be 2.6 instead of 1.9 µV/K.

With a rough phonon resistivity of 2.7 µΩ cm and ρ_i = 2.46 µΩ cm at x = ±Δ,

S(+Δ) = [2.46 × 6.07 − 2.7 × 1.89]/5.16 = 1.9 µV/K,

S(−Δ) = [−2.46 × 8.59 − 2.7 × 1.89]/5.16 = −5.1 µV/K.

The extrema move inward, to 0.71 and −0.74 eV, because ρ_i gives more weight to levels near resonance. When ρ_p ≫ ρ_i, the resonant contribution is proportional to x/(x² + Δ²)², whose extrema lie at ±Δ/√3. For d-wave scattering with a constant width, no spin splitting and k_BT ≪ Δ, the law of one half-width therefore belongs to the impurity part of the thermopower, and to the whole when impurities dominate the resistance. A p-wave phase of 0.2 rad, of either sign, moves the positions of the extrema of the impurity part by up to 4%. Their heights change more: the maximum goes from 6.1 to 7.0 µV/K for η = +0.2 and to 4.8 µV/K for η = −0.2.

For real aluminium alloys, the 1 eV width is a rough scale, and 1 at.% exceeds the equilibrium solubility of most 3d elements. Halving the concentration leaves S_i unchanged but halves ρ_i; at x = +Δ the diluted value falls from 1.9 to (1.23 × 6.07 − 5.10)/3.93 = 0.6 µV/K. Of the effects sized here, with h = 0.5 eV for the spin splitting, phonon scattering changes the 300 K value at x = +Δ most. Phonon drag and the real band structure have not been sized, so these figures do not predict the thermopower of a particular alloy. The table printed by the program lists S for other level positions with impurity scattering alone.

Numbers as computed

```
lattice constant = 0.405 nm
free electrons per atom = 3
half-width D = 1.00 eV
impurity concentration = 1.0 at.%
temperature = 300 K
Fermi wavenumber = 17.49 1/nm
Fermi energy = 11.65 eV
thermal energy kB T = 0.0259 eV
L = 7.329 uV eV/K
impurity resistivity at resonance = 4.92 uohm cm
mean free path at resonance = 8.08 nm
k_F times mean free path = 141
box test, largest phase error = 0.0055 rad
box test, largest filling error per orbital = 0.0037
columns: x (eV), delta (rad), N_d, rho_imp (uohm cm), S_res (uV/K), S (uV/K)
 -3.0  2.8198   8.98   0.49   -4.40   -5.66
 -1.0  2.3562   7.50   2.46   -7.33   -8.59
 -0.5  2.0344   6.48   3.94   -5.86   -7.12
  0.0  1.5708   5.00   4.92    0.00   -1.26
  0.5  1.1071   3.52   3.94    5.86    4.61
  1.0  0.7854   2.50   2.46    7.33    6.07
  3.0  0.3218   1.02   0.49    4.40    3.14
background S_bg = -1.26 uV/K
resonant peak over T = 24.4 nV/K^2
numerical maximum of S at x = 1.000 eV
numerical minimum of S at x = -1.000 eV
zero of S at x = 0.0865 eV
estimate D^2/E_F of that zero = 0.0858 eV
S at x=D, Mott formula = 6.071 uV/K
S at x=D, thermal integrals = 6.061 uV/K
S_res peak position at 300 K = 1.0011 eV
S_res peak position at kB T = 0.5 eV: 1.350 eV
varying width: maximum at x = 1.237 eV, S = 7.81 uV/K
varying width: minimum at x = -0.808 eV, S = -7.18 uV/K
varying width: zero at x = 0.0849 eV
p-wave phase +0.2 rad: zero at x = 0.0074 eV
p-wave phase -0.2 rad: zero at x = 0.1711 eV
exchange half-splitting 0.5 eV: maximum at x = 1.118 eV, S = 5.30 uV/K
phonon resistivity (rough) = 2.7 uohm cm
phonon-limited S, free electrons = -1.89 uV/K
with phonons: S at x=+D = 1.91 uV/K
with phonons: S at x=-D = -5.08 uV/K
with phonons: maximum at x = 0.710 eV, S = 2.25 uV/K
with phonons: minimum at x = -0.738 eV, S = -5.34 uV/K
```
